# Ground-state perturbation series of the quartic oscillator through third order: verification in Python

```python
# Result under test: the ground-state energy of H = p^2/2 + x^2/2 + g x^4
# has the small-g expansion 1/2 + 3/4 g - 21/8 g^2 + 333/16 g^3 + ...
# Units: hbar = m = omega = 1, so energies are in hbar*omega.
# V = x^4; |n> are oscillator states; psi1 is the first-order state,
# orthogonal to |0>; S_k is the partial sum through order k.
from fractions import Fraction
from math import factorial, pi, sqrt
import numpy as np
import mpmath as mp
from scipy.special import eval_hermite


def quartic_matrix(size):
    """Exact x^4 elements: multiply in a larger basis, then cut."""
    n = np.arange(1, size + 4)
    x = np.diag(np.sqrt(n / 2.0), 1)
    x = x + x.T
    return np.linalg.matrix_power(x, 4)[:size, :size]


def oscillator_hamiltonian(size, g):
    return np.diag(np.arange(size) + 0.5) + g * quartic_matrix(size)


def sinc_grid_energy(g, step=0.2, half_points=40):
    """Ground energy on a uniform sinc grid, without ladder operators."""
    index = np.arange(-half_points, half_points + 1)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, pi**2 / 6, sign / safe**2) / step**2
    x = index * step
    return np.linalg.eigvalsh(kinetic + np.diag(x**2 / 2 + g * x**4))[0]


def exact_coefficients(max_order):
    """Energy coefficients from polynomials times exp(-x^2/2)."""
    energy = [Fraction(1, 2)]
    poly = [{0: Fraction(1)}]
    zero = Fraction(0)
    for k in range(1, max_order + 1):
        b = {}
        for m in range(2 * k, 0, -1):
            rhs = (m + 1) * (2 * m + 1) * b.get(m + 1, zero)
            rhs -= poly[k - 1].get(m - 2, zero)
            for j in range(1, k):
                rhs += energy[j] * poly[k - j].get(m, zero)
            b[m] = rhs / (2 * m)
        poly.append(b)
        energy.append(-b[1])
    return energy


def precise_energy(g, size=32):
    """Many-digit ground energy in the even oscillator states."""
    full = size + 4
    x = mp.zeros(full)
    for n in range(1, full):
        x[n, n - 1] = x[n - 1, n] = mp.sqrt(mp.mpf(n) / 2)
    x2 = x * x
    x4 = x2 * x2
    half = size // 2
    h = mp.zeros(half)
    for i in range(half):
        for j in range(half):
            h[i, j] = g * x4[2 * i, 2 * j]
        h[i, i] += 2 * i + mp.mpf(1) / 2
    return min(mp.eigsy(h, eigvals_only=True))


# Ladder-operator matrix elements against position-space quadrature
ladder = {(0, 0): 3 / 4, (2, 0): 3 / sqrt(2), (4, 0): sqrt(6) / 2,
          (2, 2): 39 / 4, (4, 4): 123 / 4, (4, 2): 7 * sqrt(3)}
nodes, weights = np.polynomial.hermite.hermgauss(30)


def state_polynomial(n):
    norm = sqrt(2.0**n * factorial(n) * sqrt(pi))
    return eval_hermite(n, nodes) / norm


print("Matrix elements of x^4 (dimensionless): ladder, quadrature")
for (m, n), value in ladder.items():
    integral = np.sum(weights * state_polynomial(m)
                      * nodes**4 * state_polynomial(n))
    assert abs(integral - value) < 1e-10
    print(f"  <{m}|x^4|{n}> = {value:.8f}, {integral:.8f}")
norm_v0 = sum(ladder[(n, 0)]**2 for n in (0, 2, 4))
x8_mean = np.sum(weights * nodes**8) / sqrt(pi)
assert abs(norm_v0 - x8_mean) < 1e-10
print(f"Squared norm of x^4|0>: {norm_v0:.6f}; <x^8>: {x8_mean:.6f}")

# First-order state against an eigenvector at very small g
c2 = -ladder[(2, 0)] / 2
c4 = -ladder[(4, 0)] / 4
tiny_g = 1e-5
vector = np.linalg.eigh(oscillator_hamiltonian(24, tiny_g))[1][:, 0]
slopes = vector / vector[0] / tiny_g
# The one-sided slope differs from the derivative by a term of order g.
assert abs(slopes[2] - c2) < 1e-3 and abs(slopes[4] - c4) < 1e-3
assert abs(slopes[6]) < 1e-3
print(f"psi1 amplitudes on |2>, |4>: {c2:.6f}, {c4:.6f}")
print(f"  from eigenvector at g = {tiny_g:.0e}: "
      f"{slopes[2]:.6f}, {slopes[4]:.6f}")

# Energy sums against the exact polynomial recursion
e1 = ladder[(0, 0)]
second = [c2 * ladder[(2, 0)], c4 * ladder[(4, 0)]]
third = [c2**2 * (ladder[(2, 2)] - e1),
         c4**2 * (ladder[(4, 4)] - e1),
         2 * c2 * c4 * ladder[(4, 2)]]
coefficients = exact_coefficients(12)
claimed = [Fraction(1, 2), Fraction(3, 4),
           Fraction(-21, 8), Fraction(333, 16)]
assert coefficients[:4] == claimed
for value, reference in zip([0.5, e1, sum(second), sum(third)],
                            coefficients):
    assert abs(value - float(reference)) < 1e-12
print("E2 parts via |2>, |4> (hbar*omega): "
      + ", ".join(f"{v:.6f}" for v in second)
      + f"; sum {sum(second):.6f}")
print("E3 parts 22, 44, cross (hbar*omega): "
      + ", ".join(f"{v:.6f}" for v in third)
      + f"; sum {sum(third):.6f}")
print("Exact coefficients, orders 0 to 4 (hbar*omega): "
      + ", ".join(str(c) for c in coefficients[:5]))

# The remainder after third order must scale as g^4
mp.mp.dps = 45
print("Remainder (E - S3)/g^4 (hbar*omega):")
for text in ("0.001", "0.0001"):
    g_small = mp.mpf(text)
    s3 = sum(mp.mpf(c.numerator) / c.denominator * g_small**k
             for k, c in enumerate(claimed))
    remainder = float((precise_energy(g_small) - s3) / g_small**4)
    gs = float(g_small)
    expected = float(coefficients[4]) + float(coefficients[5]) * gs
    # The first omitted contribution is coefficient 6 times g^2.
    allowance = 2 * abs(float(coefficients[6])) * gs**2
    assert abs(remainder - expected) < allowance
    print(f"  g = {text}: {remainder:.5f}")
print(f"  fourth coefficient: {float(coefficients[4]):.5f}")

# Reference energy at the chosen coupling
g = 0.05
print(f"Coupling g = {g}; ground energy (hbar*omega) by basis size:")
energies = []
for size in (5, 10, 20, 40, 60):
    energies.append(np.linalg.eigvalsh(oscillator_hamiltonian(size, g))[0])
    print(f"  {size:2d} states: {energies[-1]:.10f}")
assert all(b <= a + 1e-12 for a, b in zip(energies, energies[1:]))
assert abs(energies[-1] - energies[-2]) < 1e-11
energy = energies[-1]
grid_energy = sinc_grid_energy(g)
assert abs(grid_energy - energy) < 1e-10
print(f"  sinc grid: {grid_energy:.10f}")

terms = [float(c) * g**k for k, c in enumerate(coefficients)]
sums = np.cumsum(terms)
errors = sums - energy
assert energy < sums[1]
assert sums[2] < energy < sums[3]
assert abs(errors[3]) < abs(errors[2]) < abs(errors[1]) < abs(errors[0])
sizes = np.abs(terms)
smallest = int(np.argmin(sizes))
assert 3 < smallest < 12
assert np.all(np.diff(sizes[:smallest + 1]) < 0)
assert np.all(np.diff(sizes[smallest:]) > 0)
print("Order, term, partial sum, sum minus reference (hbar*omega):")
for k in range(11):
    print(f"  {k:2d} {terms[k]: .8f} {sums[k]:.8f} {errors[k]: .8f}")
print(f"Smallest term through order 12: order {smallest}")
best = int(np.argmin(np.abs(errors)))
print(f"Smallest error through order 12: order {best}, "
      f"{errors[best]:.8f} hbar*omega")
print(f"Relative error of S3: {100 * errors[3] / energy:.4f} percent")
print("finished without a failed check")
```

Printed output:

```
Matrix elements of x^4 (dimensionless): ladder, quadrature
  <0|x^4|0> = 0.75000000, 0.75000000
  <2|x^4|0> = 2.12132034, 2.12132034
  <4|x^4|0> = 1.22474487, 1.22474487
  <2|x^4|2> = 9.75000000, 9.75000000
  <4|x^4|4> = 30.75000000, 30.75000000
  <4|x^4|2> = 12.12435565, 12.12435565
Squared norm of x^4|0>: 6.562500; <x^8>: 6.562500
psi1 amplitudes on |2>, |4>: -1.060660, -0.306186
  from eigenvector at g = 1e-05: -1.060594, -0.306131
E2 parts via |2>, |4> (hbar*omega): -2.250000, -0.375000; sum -2.625000
E3 parts 22, 44, cross (hbar*omega): 10.125000, 2.812500, 7.875000; sum 20.812500
Exact coefficients, orders 0 to 4 (hbar*omega): 1/2, 3/4, -21/8, 333/16, -30885/128
Remainder (E - S3)/g^4 (hbar*omega):
  g = 0.001: -237.77077
  g = 0.0001: -240.93160
  fourth coefficient: -241.28906
Coupling g = 0.05; ground energy (hbar*omega) by basis size:
   5 states: 0.5326878334
  10 states: 0.5326428506
  20 states: 0.5326427548
  40 states: 0.5326427548
  60 states: 0.5326427548
  sinc grid: 0.5326427548
Order, term, partial sum, sum minus reference (hbar*omega):
   0  0.50000000 0.50000000 -0.03264275
   1  0.03750000 0.53750000  0.00485725
   2 -0.00656250 0.53093750 -0.00170525
   3  0.00260156 0.53353906  0.00089631
   4 -0.00150806 0.53203101 -0.00061175
   5  0.00111906 0.53315006  0.00050731
   6 -0.00099973 0.53215033 -0.00049242
   7  0.00103885 0.53318919  0.00054643
   8 -0.00122845 0.53196074 -0.00068202
   9  0.00162801 0.53358875  0.00094600
  10 -0.00239052 0.53119823 -0.00144453
Smallest term through order 12: order 6
Smallest error through order 12: order 6, -0.00049242 hbar*omega
Relative error of S3: 0.1683 percent
finished without a failed check
```
